Why Copper's Resistivity Coefficient Exceeds 1/T at Room Temperature

**Q:** Near room temperature the resistivity of copper looks like a straight line in T. If it were proportional to T, its relative slope would be 1/T, yet I find a larger value. What is wrong with "proportional to T"?

**A:** A straight line need not pass through the origin. Define the local coefficient and the temperature T₀ at which the tangent drawn at T reaches zero:

α = (1/ρ) dρ/dT

0 = ρ(T) + (T₀ − T) dρ/dT, so T₀ = T − 1/α.

If ρ = aT, then α = 1/T and T₀ = 0. A coefficient above 1/T is the same statement as T₀ > 0.

The law ρ = aT is the classical limit. A phonon of energy w has the mean occupation

N(w) = 1/(exp(w/kT) − 1),

which tends to kT/w when w ≪ kT. Copper at room temperature is not deep in that limit. With a rough effective Debye temperature Θ = 320 K, the stiffest phonons have kΘ = 27.6 meV, while kT at 300 K is 25.9 meV.

**Q:** So I replace kT/w by N(w) in the scattering rate?

**A:** That is not enough, because emission, absorption and the Pauli principle all enter. Consider the drag on a moving electron sea. I assume a spherical Fermi surface, kT and w far below the Fermi energy, phonons in equilibrium with the lattice at rest, and no defects.

As an approximation, let the sea drift rigidly with a small velocity v. Its occupation is the Fermi function f(u) of u = E − ħk·v, measured from the Fermi energy. An electron that emits a phonon of wave vector q loses energy w and momentum ħq, so u falls by

w′ = w − ħq·v.

Absorption raises u by w′. The final state must be empty, so absorption needs the integral of f(u)[1 − f(u + w′)]. From f(u) = 1/(exp(u/kT) + 1) one finds

f(u) − f(u + w′) = f(u)[1 − f(u + w′)] [1 − exp(−w′/kT)].

The integral of the left side over u is w′: it is the area between two Fermi steps displaced by w′. Since 1/[1 − exp(−w′/kT)] = N(w′) + 1,

∫ f(u)[1 − f(u + w′)] du = w′[N(w′) + 1].

Changing the sign of w′ gives the emission integral:

∫ f(u)[1 − f(u − w′)] du = w′N(w′).

Emission carries the phonon factor N(w) + 1 and absorption carries N(w). With a common factor R_q for coupling and phase space, the net emission rate is

R_q w′{[N(w) + 1]N(w′) − N(w)[N(w′) + 1]} = R_q w′[N(w′) − N(w)].

It vanishes at v = 0, as equilibrium requires. For small v, use dN/dw = −N(N + 1)/kT:

net emission rate = R_q w N(N + 1) ħq·v/(kT).

The drag thus depends on how the occupation responds to a shift of phonon energy, and not on the occupation alone.

**Q:** How does this become a resistivity?

**A:** Each net emission removes momentum ħq from the electrons. The force opposing v is

F = Σ_q R_q w N(N + 1)(ħq cosθ)² v/(kT),

where θ is the angle between q and v. In a steady current the field supplies this momentum. For electron density n and volume V, neE = F/V and j = nev, so

ρ = E/j = F/(V n²e²v).

Now R_q is needed. The potential produced by a sound wave is proportional to its compression, which is q times its displacement. The squared displacement per quantum varies as 1/(Mω), with M the ion mass and ω = w/ħ. The squared coupling therefore varies as q²/(Mω), which is proportional to q because ω = cq in the Debye model.

For phase space, the electron energy change is

E(k+q) − E(k) = ħ²(2kq cosφ + q²)/(2m),

where φ is the angle between k and q. Its derivative with respect to cosφ is ħ²kq/m, so energy conservation selects a fraction of directions proportional to 1/q. The factors q and 1/q cancel, and R_q is independent of q.

The angular average of cos²θ is 1/3, also a constant. The sum over q supplies q² dq, w supplies q, and the squared momentum supplies q²:

ρ ∝ (1/T) ∫₀^{q_D} q⁵ N(N + 1) dq.

Put x = w/kT, so that q ∝ Tx, and use N(N + 1) = 1/[4 sinh²(x/2)]:

ρ ∝ T⁵ ∫₀^{Θ/T} x⁵/[4 sinh²(x/2)] dx.

This is the Bloch–Grüneisen formula.

**Q:** I cannot see from that integral why α should exceed 1/T.

**A:** Separate the classical part. Let y = q/q_D, so x = yΘ/T, and define

g(x) = [(x/2)/sinh(x/2)]².

Then 1/[4 sinh²(x/2)] = g(x)/x². In the form with q⁵ dq, the integrand becomes y⁵g/x² = y³(T/Θ)²g. Together with the factor 1/T in front, this gives

ρ = 4aT ∫₀¹ y³ g(yΘ/T) dy.

The factor 4 makes ρ → aT when g → 1, because ∫₀¹ y³ dy = 1/4. Each phonon mode contributes its classical share multiplied by g.

With z = x/2, the series sinh z/z = 1 + z²/6 + z⁴/120 + … has positive coefficients. It exceeds 1 and grows with z, so g is below 1 and falls as x grows. Heating lowers x for every mode and raises every g. Hence ρ/T rises with T, and

α − 1/T = d ln(ρ/T)/dT > 0.

Within this model, at fixed volume and without defects, the inequality holds at every T > 0. The weight y³ was not essential: any fixed non-negative weighting of phonons with w > 0 gives the same sign.

Physically, a quantized mode produces less drag than a classical mode of the same frequency, and the fractional shortfall fades on heating. The ratio of the resistivity to its classical value aT therefore climbs towards 1, which means that the resistivity rises faster than in proportion to T.

**Q:** Would any quantum correction have done this?

**A:** No. Suppose the electrons were scattered elastically by the full mean-square displacement of the ions, zero-point motion included. The thermal factor would be

(x/2) coth(x/2) = 1 + x²/12 − …,

which exceeds 1 and falls towards 1 on heating. The coefficient would then be below 1/T; for Θ = 320 K and T = 300 K the tangent would reach zero at −39 K. Using the Planck occupation alone gives x/(exp x − 1) = 1 − x/2 + …, whose first correction is linear in x, and T₀ would be 97 K. The product N(N + 1), which has no linear term after division by its classical value, sets both the sign and the size.

**Q:** Then where does the correct tangent reach zero?

**A:** Expand g for small x. Squaring the series for sinh z/z gives

(sinh z/z)² = 1 + z²/3 + (1/36 + 1/60)z⁴ + … = 1 + z²/3 + 2z⁴/45 + …

Its reciprocal is 1 − z²/3 + (1/9 − 2/45)z⁴ = 1 − z²/3 + z⁴/15 to this order. With z = x/2,

g = 1 − x²/12 + x⁴/240 − …

Insert x = yΘ/T and integrate, using 4∫₀¹y⁵dy = 2/3 and 4∫₀¹y⁷dy = 1/2:

ρ = a[T − Θ²/(18T) + Θ⁴/(480T³) − …]

dρ/dT = a[1 + Θ²/(18T²) − Θ⁴/(160T⁴) + …].

Since T₀ = (T dρ/dT − ρ)/(dρ/dT), the numerator is

T dρ/dT − ρ = a[Θ²/(9T) − Θ⁴/(120T³) + …].

At leading order T₀ = Θ²/(9T). Half of this comes from ρ lying below the classical line, and half from the steeper slope.

For the next order, write s = Θ²/T² and divide by the slope:

T₀/T = (s/9 − s²/120)(1 − s/18) + … = s/9 − s²(1/120 + 1/162) + …

The bracket is 47/3240, so

T₀ = [Θ²/(9T)][1 − 47Θ²/(360T²) + …].

Replacing 1 − ε by 1/(1 + ε), which agrees to this order, gives a convenient approximation:

T₀ ≈ 40Θ²T/(360T² + 47Θ²).

**Q:** For my copper, Θ²/(9T) is about 38 K. Is that the answer?

**A:** It is the leading estimate: 320²/(9 × 300) = 37.9 K. The correction is not small, because Θ/T is about 1. The approximation above gives

T₀ ≈ 40 × 320² × 300/(360 × 300² + 47 × 320²) = 33.0 K,

and the full integral also gives 33.0 K. The leading term is 15% too high relative to the full value.

The two causes can be read separately. At 300 K the resistivity is 6.06% below the classical line aT, and the slope is 5.56% above the classical slope a. Therefore

αT = 1.0556/0.9394 = 1.124.

The coefficient is 3.75 × 10⁻³ K⁻¹, against 1/T = 3.33 × 10⁻³ K⁻¹. Even at the Debye energy g is still 0.91, so a modest quantum correction per mode is enough to move the intercept by tens of kelvin.

**Q:** Does copper stop resisting at 33 K, then?

**A:** No. The tangent reaches zero there, but the curve has left the tangent. Taking a rough phonon resistivity of 1.7 μΩ cm at 300 K, the model still gives about 0.01 μΩ cm at 33 K.

Nor is T₀ a material constant. For T ≪ Θ the upper limit Θ/T of the Bloch–Grüneisen integral can be replaced by infinity. Then ρ ∝ T⁵, α = 5/T and T₀ = 4T/5. A tangent drawn at 20 K reaches zero at 16.0 K. T₀ thus grows with T when T is low and falls as 1/T when T is high. The full model gives 48.7 K for a tangent at 100 K, 42.6 K at 200 K, 26.3 K at 400 K and 18.3 K at 600 K.

**Q:** Does this matter for an interconnect that warms from 300 K to 380 K?

**A:** For phonon resistivity alone, at fixed volume, proportionality to T predicts a ratio of 380/300 = 1.267. The tangent predicts

(380 − 33.0)/(300 − 33.0) = 1.300,

and the full model gives 1.297. Proportionality underestimates the hot resistivity by 2.3% of the full-model value. The tangent overestimates it slightly because the curve bends downward: at leading order d²ρ/dT² = −aΘ²/(9T³). The full curvature is about three quarters of this at 300 K, and it changes sign near 120 K.

A real line can differ by more than this. With rough values, free thermal expansion raises the ratio to about 1.32. A constant 1 μΩ cm from boundaries and defects instead lowers it to about 1.19 at fixed volume, and proportionality then overestimates the hot resistivity.

**Q:** My sample is free to expand. You held its volume fixed.

**A:** Expansion softens the phonons and raises α further. The classical drag of a mode varies as the squared coupling times kT/w, hence as T/(Mω²), so a ∝ Θ⁻². Keep the electronic properties and q_D fixed, and write ρ ∝ Θ⁻²TΦ(Θ/T). Let L be the logarithmic derivative of Φ with respect to its argument. Then

αT = 1 − L at fixed Θ

∂lnρ/∂lnΘ = −2 + L = −(1 + αT) at fixed T.

If β is the volume expansion coefficient and γ the Grüneisen parameter, d lnΘ/dT = −γβ. The addition to α is therefore

βγ(1 + αT) = (5 × 10⁻⁵ K⁻¹)(2)(2.124) = 0.21 × 10⁻³ K⁻¹,

with rough values for β and γ. The coefficient becomes 3.96 × 10⁻³ K⁻¹ and T₀ moves from 33 K to 47 K. In this estimate quantum statistics supplies about two thirds of the excess over 1/T, and expansion about one third. The estimate implies d lnρ/d lnV = γ(1 + αT) ≈ 4.2, whereas pressure measurements on copper give roughly 3. With that value the addition is about 0.15 × 10⁻³ K⁻¹, T₀ is about 43 K and the share of expansion is nearer a quarter.

**Q:** How well does all this describe real copper?

**A:** The measured coefficient of bulk copper at 300 K is about 3.8 to 3.9 × 10⁻³ K⁻¹, depending on purity, so the tangent reaches zero at roughly 40 to 45 K. This lies between the fixed-volume and the expanding model values. The agreement does not fix the split between the two causes, since the neglected effects are comparable with the differences at issue. Raising Θ from 320 K to 340 K, both rough choices, moves the fixed-volume T₀ to 36.7 K. The rigid drift is an approximation too. If the displacement of the electron sea may depend on electron energy, with the same phonons, Θ = 320 K and one conduction electron per atom, the resistivity at 300 K falls by about 0.2% and T₀ rises by about 2 K. For tangents at 100 K, 200 K and 400 K the rises are about 2 K, 3 K and 1 K.

Real copper also has Umklapp collisions, in which the lattice takes up an extra reciprocal-lattice vector and soft phonons can cause large momentum changes. They are not a small correction: a simple free-electron estimate assigns them most of the phonon resistivity at room temperature. A crude imitation drops the factor q² that came from the small momentum transfer, so the weight y³ becomes y. At fixed Θ this lowers T₀ to 25.3 K. Finite electron degeneracy is minor: for a rough Fermi energy of 7 eV, the correction scale (kT/E_F)² is 1.4 × 10⁻⁵.

**Q:** My narrow lines show a coefficient below 1/T. Does that contradict you?

**A:** No, because boundaries and defects add resistivity. Suppose they add a constant ρ_d, independent of temperature. The slope is unchanged but the total is larger, so α > 1/T now requires

T dρ/dT > ρ + ρ_d.

Here ρ is still the phonon part and T₀ its own intercept. From dρ/dT = ρ/(T − T₀), the condition becomes

ρ_d < Tρ/(T − T₀) − ρ = ρT₀/(T − T₀).

At 300 K and fixed volume the threshold is 1.7 × 33.0/267.0 = 0.21 μΩ cm. A line some tens of nanometres wide can exceed it easily. With a rough ρ_d = 1 μΩ cm,

α = (6.37 × 10⁻³ μΩ cm K⁻¹)/(2.7 μΩ cm) = 2.36 × 10⁻³ K⁻¹,

and the tangent reaches zero at −124 K, a formal intercept with no physical state attached. The phonon part still rises faster than in proportion to T, but the constant part hides it. If boundary scattering itself changes with temperature, the slope needs a further term and this threshold no longer applies as written.

Numbers as computed

```
Effective Debye temperature (rough): 320 K
Debye phonon energy: 27.6 meV
Tangent temperature: 300 K
Thermal energy there: 25.9 meV
Phonon resistivity there (rough): 1.70 microohm cm
Thermal factor g at the Debye energy: 0.9103
Resistivity deficit below classical line: 6.06 %
Slope excess above classical slope: 5.56 %
Classical coefficient 1/T: 3.333 1e-3/K
Bloch-Gruneisen coefficient: 3.746 1e-3/K
Product alpha*T: 1.1237
Slope of resistivity: 6.368 1e-3 microohm cm/K
Tangent zero, leading term: 37.93 K
Tangent zero, resummed: 33.02 K
Tangent zero, full model: 33.02 K
Model resistivity at that zero: 0.01038 microohm cm
Tangent zero for tangent at 20 K: 15.99 K
Tangent zero for tangent at 100 K: 48.73 K
Tangent zero for tangent at 200 K: 42.64 K
Tangent zero for tangent at 400 K: 26.25 K
Tangent zero for tangent at 600 K: 18.28 K
Tangent zero, static factor with zero-point: -39.3 K
Tangent zero, Planck occupation alone: 97.0 K
Hot operating temperature: 380 K
Resistivity ratio hot/room, classical: 1.2667
Resistivity ratio hot/room, tangent: 1.2997
Resistivity ratio hot/room, full model: 1.2966
Volume expansion coefficient (rough): 5.0 1e-5/K
Gruneisen parameter (rough): 2.0
Expansion term in coefficient: 0.212 1e-3/K
Coefficient with expansion: 3.958 1e-3/K
Tangent zero with expansion: 47.3 K
Alternative Debye temperature (rough): 340 K
Tangent zero with that Debye temperature: 36.7 K
Tangent zero with softer phonon weight y dy: 25.3 K
Fermi energy (rough): 7.0 eV
Degeneracy correction scale (kT/E_F)^2: 1.4e-05
Threshold constant resistivity: 0.210 microohm cm
Narrow-line constant part (rough): 1.0 microohm cm
Narrow-line coefficient: 2.358 1e-3/K
Narrow-line tangent zero: -124.0 K
```
